# Level Anticrossings and Polarisation Sign in a Three-Spin SABRE Model

In SABRE (signal amplification by reversible exchange), parahydrogen and a target molecule bind for a short time to the same metal centre. Couplings in the complex turn the singlet order of the two hydride protons into polarisation of a target nucleus. The transfer is efficient near particular magnetic fields. This problem derives those fields, and the sign of the polarisation, for one target spin.

**Model and conventions.** The hydride protons are $a$ and $b$, and the target is a spin-1/2 nucleus $S$. Energies are divided by Planck's constant and given in hertz, and fields are in tesla. With the field $B$ along $z$,

$$
\frac{H}{h}=-\nu_H(I_{az}+I_{bz})-\nu_S S_z+J\,\mathbf I_a\!\cdot\!\mathbf I_b+J_a\,\mathbf I_a\!\cdot\!\mathbf S+J_b\,\mathbf I_b\!\cdot\!\mathbf S .
$$

Each frequency is signed, $\nu=\gamma B(1+\delta)/2\pi$, where $\delta$ is the chemical shift. The hydrides have equal shifts but may couple differently to $S$. Define

$$
\Sigma=J_a+J_b,\qquad D=J_a-J_b,\qquad \Delta\nu=\nu_H-\nu_S .
$$

At binding the hydrides are in the singlet $S_0$ and the target is unpolarised. The target polarisation is $P=2\langle S_z\rangle$, positive when the state $\alpha$ ($S_z=+1/2$) is in excess. Relaxation, further spins and repeated binding are left out.

## (a) Which states can the singlet reach?

*Reduce the eight-dimensional problem to the blocks that matter, and find their matrices.*

**Solution.** The Hamiltonian conserves $F_z=I_{az}+I_{bz}+S_z$. Use the hydride states

$$
S_0=\frac{\alpha\beta-\beta\alpha}{\sqrt2},\quad T_0=\frac{\alpha\beta+\beta\alpha}{\sqrt2},\quad T_+=\alpha\alpha,\quad T_-=\beta\beta .
$$

The states $T_+\alpha$ and $T_-\beta$ have $F_z=\pm3/2$. Each is alone in its block and is empty at the start, so it plays no part. What remains is $\{S_0\alpha,T_0\alpha,T_+\beta\}$ with $F_z=+1/2$, and $\{S_0\beta,T_0\beta,T_-\alpha\}$ with $F_z=-1/2$.

Let $\mathbf F=\mathbf I_a+\mathbf I_b$ and $\mathbf G=\mathbf I_a-\mathbf I_b$. The target couplings become

$$
J_a\mathbf I_a\!\cdot\!\mathbf S+J_b\mathbf I_b\!\cdot\!\mathbf S=\frac{\Sigma}{2}\mathbf F\!\cdot\!\mathbf S+\frac D2\mathbf G\!\cdot\!\mathbf S,
$$

and for either vector $\mathbf X\!\cdot\!\mathbf S=X_zS_z+\tfrac12(X_+S_-+X_-S_+)$. Acting on the product states gives

$$
G_zT_0=S_0,\qquad G_-T_+=\beta\alpha-\alpha\beta=-\sqrt2\,S_0,\qquad F_-T_+=\sqrt2\,T_0 .
$$

The off-diagonal elements of the upper block are therefore

$$
\langle S_0\alpha|H/h|T_0\alpha\rangle=\frac D2\cdot\frac12=\frac D4,
$$
$$
\langle S_0\alpha|H/h|T_+\beta\rangle=\frac D2\cdot\frac12(-\sqrt2)=-\frac{D}{2\sqrt2},
$$
$$
\langle T_0\alpha|H/h|T_+\beta\rangle=\frac\Sigma2\cdot\frac12\sqrt2=\frac{\Sigma}{2\sqrt2}.
$$

Since $\mathbf I_a\!\cdot\!\mathbf I_b$ is $-3/4$ in the singlet and $+1/4$ in the triplet, the diagonal elements are

$$
E_{S_0\alpha}=-\frac{3J}{4}-\frac{\nu_S}{2},\qquad E_{T_0\alpha}=\frac J4-\frac{\nu_S}{2},
$$
$$
E_{T_+\beta}=\frac J4-\nu_H+\frac{\nu_S}{2}-\frac\Sigma4 .
$$

The last term is $(\Sigma/2)F_zS_z$ with $F_z=1$, $S_z=-1/2$. Subtracting $E_{S_0\alpha}$ leaves $M(\Delta\nu)$, where

$$
M(x)=\begin{pmatrix}
0&D/4&-D/(2\sqrt2)\\
D/4&J&\Sigma/(2\sqrt2)\\
-D/(2\sqrt2)&\Sigma/(2\sqrt2)&J-\Sigma/4-x
\end{pmatrix}.
$$

In the lower block, $E_{T_-\alpha}-E_{S_0\beta}=J-\Sigma/4+\Delta\nu$. The element between $S_0\beta$ and $T_0\beta$ is $-D/4$, because $S_z=-1/2$. With $G_+T_-=\sqrt2S_0$ and $F_+T_-=\sqrt2T_0$, the other two are $+D/(2\sqrt2)$ and $\Sigma/(2\sqrt2)$. Replacing $S_0$ by $-S_0$ reverses the two elements that contain $D$, so the lower block is $M(-\Delta\nu)$.

If $D=0$, the singlet is uncoupled from all triplets and no polarisation appears. With equal hydride shifts, as assumed here, the two hydrides must therefore couple differently to the target.

## (b) Where do the levels cross to leading order?

*Assume $|\Sigma|,|D|\ll|J|$. Find the crossings and the change of target state at each.*

**Solution.** The state $T_0$ stays about $|J|$ away from $S_0$ at every field, so the resonant partner is the outer triplet. Setting the third diagonal element equal to the first gives

$$
S_0\alpha\leftrightarrow T_+\beta:\quad \Delta\nu=J-\frac\Sigma4,
$$
$$
S_0\beta\leftrightarrow T_-\alpha:\quad \Delta\nu=-\left(J-\frac\Sigma4\right).
$$

The Zeeman mismatch makes up the singlet–triplet splitting. The first crossing turns target $\alpha$ into $\beta$, and the second turns $\beta$ into $\alpha$. The element $-D/(2\sqrt2)$ opens a gap at each, which makes it an anticrossing.

## (c) What does the remote state $T_0$ change?

*Find the second-order correction to the crossing and the effective coupling.*

**Solution.** Let $c_S,c_0,c_\pm$ be the amplitudes of an eigenvector of $M(x)$ with eigenvalue $E$; $c_\pm$ belongs to the outer triplet. The middle row reads

$$
(E-J)c_0=\frac D4c_S+\frac{\Sigma}{2\sqrt2}c_\pm .
$$

Near the crossing the two resonant levels have $|E|\ll|J|$, so to the order needed

$$
c_0\simeq-\frac1J\left(\frac D4c_S+\frac{\Sigma}{2\sqrt2}c_\pm\right).
$$

Putting this into the first and third rows shifts the singlet by $-D^2/(16J)$ and the outer triplet by $-\Sigma^2/(8J)$. The coupling between them becomes

$$
V=-\frac{D}{2\sqrt2}-\frac{D\Sigma}{8\sqrt2\,J}
=-\frac{D}{2\sqrt2}\left(1+\frac{\Sigma}{4J}\right).
$$

The shifted levels are equal when

$$
-\frac{D^2}{16J}=J-\frac\Sigma4-x-\frac{\Sigma^2}{8J}.
$$

Solving for $x$ gives $x=A$, with

$$
\boxed{A=J-\frac\Sigma4+\frac{D^2-2\Sigma^2}{16J}}
$$

The conditions are $\Delta\nu=+A$ for $S_0\alpha\leftrightarrow T_+\beta$ and $\Delta\nu=-A$ for $S_0\beta\leftrightarrow T_-\alpha$. With $d$ the distance of $\Delta\nu$ from resonance, the gap is $\Omega=\sqrt{d^2+4V^2}$, whose minimum is $2|V|$.

In numerical tests with $J=\pm8$ Hz and $(J_a,J_b)=(1.25,0.75)$ and $(1,-1)$ Hz, the position of the minimum gap of the full Hamiltonian agreed with this formula to within 10% of the second-order correction itself. For the couplings $(\pm1,0)$ Hz used in (e) the deviation is 12–13% of the correction. When $D^2$ is close to $2\Sigma^2$, the second-order terms nearly cancel and the omitted higher-order terms can be as large or larger: for $J=-8$ Hz and $(1.2,-0.2)$ Hz the formula shifts the crossing by 0.0003 Hz and the full Hamiltonian by 0.0024 Hz.

## (d) How large is the polarisation, and what is its sign?

*Treat first a fixed binding time, then exponentially distributed times of mean $\tau$. Express the sign through the field dependence of $\Delta\nu$.*

**Solution.** Half of the initial population is in $S_0\alpha$ and half in $S_0\beta$. Let $q(x)$ be the probability that evolution under $M(x)$ has carried the singlet state to the outer triplet, where the target is flipped. The two blocks contribute

$$
\langle S_z\rangle=\frac12\left[\frac12-q(\Delta\nu)\right]+\frac12\left[-\frac12+q(-\Delta\nu)\right],
$$

so that

$$
P=q(-\Delta\nu)-q(\Delta\nu).
$$

This holds in the model for any coupling strength. It shows that $P$ vanishes at zero field and is odd in $B$ along a fixed axis. Relative to the field direction, the sign is unchanged by field reversal.

Near one weak-coupling anticrossing, the other block is about $2|A|$ off resonance. It can be neglected if $|V|\ll|A|$ and the binding time also satisfies $2\pi|A|t\gg1$. At much shorter times the two blocks transfer nearly equal amounts, whatever their detuning, and cancel in $P$. When both conditions hold, one block is enough. The reduced Hamiltonian is a constant plus $\tfrac12 d\,\sigma_z+V\sigma_x$ (up to the sign of $d$), where the $\sigma$ are Pauli matrices in the two-level space. The square of its non-constant part is $\Omega^2/4$, so the propagator has the off-diagonal amplitude $-i(2V/\Omega)\sin(\pi\Omega t)$. Hence

$$
|P(t)|=\frac{4V^2}{\Omega^2}\sin^2(\pi\Omega t).
$$

At resonance this is $\sin^2(2\pi Vt)$, which first reaches one at $t=1/(4|V|)$.

For exponentially distributed binding times, set $T=2\pi\tau$. The average of the sine squared is

$$
\int_0^\infty\frac{e^{-t/\tau}}{\tau}\sin^2(\pi\Omega t)\,dt
=\frac12\left[1-\frac{1}{1+T^2\Omega^2}\right]
=\frac{T^2\Omega^2}{2(1+T^2\Omega^2)} .
$$

Multiplication by $4V^2/\Omega^2$ gives

$$
|P|=\frac{2V^2T^2}{1+T^2(d^2+4V^2)} .
$$

This average requires $|A|T\gg1$, so that the other block remains negligible. If in addition $|V|T\ll1$, the resonant value is $2V^2T^2$. For long binding it tends to $1/2$, because the oscillation is averaged over its phase. The half-width at half-maximum is $\sqrt{4V^2+1/T^2}$ in frequency, so a short lifetime broadens the resonance.

For the field and the sign, keep $|A|T\gg1$ and write $\Delta\nu=\kappa B$ with $B>0$. If $A\kappa>0$, the field can reach $\Delta\nu=A$, which depletes $\alpha$ and gives $P<0$. If $A\kappa<0$, it reaches $\Delta\nu=-A$, which depletes $\beta$ and gives $P>0$. Thus

$$
\boxed{B=\left|\frac A\kappa\right|,\qquad \operatorname{sign}P=-\operatorname{sign}(A\kappa)}
$$

In this weak-coupling regime $A$ has the sign of $J$, so the polarisation reverses when $J$ does. Conservation of $F_z$ gives the hydrides the opposite angular momentum, $\langle I_{az}+I_{bz}\rangle=-\langle S_z\rangle$.

## (e) Why are the fields so different for protons and $^{15}$N?

*Use the round parameters $J=-8$ Hz, hydride shift $-22$ ppm, $J_b=0$ and $\tau=0.2$ s. Take a proton target with shift $+8$ ppm and $J_a=1$ Hz, then a weakly coupled $^{15}$N with $J_a=-1$ Hz. Compare each sign with that of thermal polarisation.*

**Solution.** For a proton target the Zeeman frequencies nearly cancel, and only the shift difference remains:

$$
\kappa=42.5775\ \text{MHz/T}\times(-30\times10^{-6})=-1.2773\ \text{Hz/mT}.
$$

With $\Sigma=D=1$ Hz,

$$
A=-8-0.25+\frac{1-2}{16(-8)}=-8.242\ \text{Hz},
$$
$$
B=\frac{8.242}{1.2773}=6.453\ \text{mT}.
$$

The condition $|\Delta\nu|=|J|$ alone would give 6.263 mT. Most of the difference comes from $\Sigma/4$; the second-order term moves the crossing by about 0.006 mT. Diagonalising the full model puts the largest averaged polarisation at 6.454 mT. This optimum depends on the lifetime by as much as the second-order term: it lies at 6.453 mT for $\tau=1$ s, 6.459 mT for 0.1 s and 6.490 mT for 0.05 s, as $|A|T$ falls from 52 to 2.6.

The coupling is $V=-0.3536(1-1/32)=-0.3425$ Hz. With $T=1.257$ s, $2V^2T^2=0.3705$ and

$$
|P|=\frac{0.3705}{1+0.7410}=0.213 .
$$

Here $A\kappa>0$, so $P$ is negative. The full model gives $P=-0.211$. A fixed binding time of $1/(4|V|)=0.730$ s would give $P=-0.994$, but this is longer than the mean lifetime, so most complexes dissociate before the transfer is complete.

For $^{15}$N, the gyromagnetic ratio is taken as $-0.1014$ times that of the proton, and its chemical shift is neglected. The negative sign makes the frequencies add in $\Delta\nu$:

$$
\kappa\simeq42.5775(1+0.1014)=46.89\ \text{Hz/}\mu\text{T}.
$$

With $\Sigma=D=-1$ Hz,

$$
A=-8+0.25+\frac{1-2}{16(-8)}=-7.742\ \text{Hz},
$$
$$
B=\frac{7.742}{46.89}=0.165\ \mu\text{T}.
$$

Now $A\kappa<0$ and $P$ is positive. The two-level formula gives 0.228 and the full model 0.226. The field scales differ because similar splittings, near 8 Hz, are matched by a shift difference in one case and by the sum of the magnitudes of the proton and $^{15}$N frequencies, about 1.1 times the proton frequency, in the other.

In thermal equilibrium the term $-\nu_SS_z$ favours $\alpha$ for a proton and $\beta$ for $^{15}$N. Thermal $P$ is thus positive for the proton and negative for $^{15}$N. For the negative $J$ assumed here, both SABRE polarisations are opposite to their own thermal polarisation.

Reversing $J$ while keeping the target couplings gives $P=+0.226$ at 6.061 mT for the proton and $P=-0.211$ at 0.176 $\mu$T for $^{15}$N. The repeated magnitudes follow from a symmetry. Reversing $J,J_a,J_b$ and $\Delta\nu$ together changes $M$ to $-M$, which is equivalent to reversing time. Since $M$ is real and symmetric, the transition probabilities are even in time. The lower block changes in the same way, so $P$ is unchanged. The proton with $J=+8$ Hz and the $^{15}$N with $J=-8$ Hz are such a pair.

## (f) What happens when $^{15}$N couples strongly?

*A $^{15}$N bound directly to the metal can have a hydride coupling of roughly 20 Hz in magnitude. Decide whether the formula still applies.*

**Solution.** Elimination of $T_0$ required $|\Sigma|,|D|\ll|J|$, which now fails. The table compares $-A/\kappa$ with the optimum of the full Hamiltonian, scanned from 0 to 2 $\mu$T with $J=-8$ Hz, $J_b=0$ and $\tau=0.2$ s.

| $J_a$ (Hz) | $-A/\kappa$ ($\mu$T) | optimum ($\mu$T) | $P$ |
|---:|---:|---:|---:|
| −1 | 0.165 | 0.165 | 0.226 |
| −2 | 0.159 | 0.159 | 0.381 |
| −5 | 0.140 | 0.142 | 0.428 |
| −10 | 0.101 | 0.140 | 0.322 |
| −20 | −0.003 | 0.189 | 0.203 |

At $J_a=-10$ Hz the predicted field is already too low by more than a quarter of the scanned optimum. At $-20$ Hz the formula fails qualitatively: $A=+0.125$ Hz, so the sign rule would predict a negative polarisation near 0.003 $\mu$T. The scan instead has its maximum, $P=0.203$, at 0.189 $\mu$T, and no negative value to the four printed decimals.

In the table, where $\tau=0.2$ s, the polarisation is largest at $J_a=-5$ Hz and falls for the stronger couplings. At $J_a=-10$ Hz the formulas give

$$
|V|=\frac{10}{2\sqrt2}\left(1+\frac{10}{32}\right)=4.64\ \text{Hz},\qquad |A|=4.72\ \text{Hz}.
$$

The condition $|V|\ll|A|$ for treating the anticrossings separately has therefore failed. Both terms in $P=q(-\Delta\nu)-q(\Delta\nu)$ can then be appreciable, and they subtract. Averaged over the binding times, $q(-\Delta\nu)$ and $q(\Delta\nu)$ at the optimum are 0.459 and 0.031 for $J_a=-5$ Hz, and 0.434 and 0.111 for $J_a=-10$ Hz. Growth of the subtracted term thus accounts for about three quarters of the fall in $P$ between these two couplings.

The binding time matters too. For $J_a=-20$ Hz, reducing $\tau$ to 0.02 s moves the optimum to 0.246 $\mu$T and lowers $P$ to 0.128. In this regime the best field is a property of the couplings and the exchange rate together. In all these scans it remains below one microtesla with $P>0$, but its value must come from the full Hamiltonian.

Unequal hydride shifts would add a further mixing of $S_0$ and $T_0$, proportional to $I_{az}-I_{bz}$, and additional coupled spins would add more levels. Either can change the conditions found here. For example, with two bound $^{15}$N nuclei, each coupled at $-20$ Hz to one hydride and with no other target couplings, the optimum for $\tau=0.2$ s moves to about 0.33 $\mu$T and $P$ falls to about 0.08 per nucleus, so the fields and polarisations in the table belong to the one-target model only. The numerical output below lists most of the values quoted here.

## Computed results

```
Proton gyromagnetic ratio / 2pi: 42.5775 MHz/T
15N/proton gyromagnetic ratio (rounded input): -0.1014
Hydride shift: -22.0 ppm
Proton-target shift: 8.0 ppm
J between hydrides: -8.0 Hz; mean lifetime: 0.20 s
Proton: Ja = 1.0 Hz, Jb = 0.0 Hz
Proton: frequency-difference slope = -1.27732 Hz/mT
Proton: A = -8.24219 Hz; V = -0.34250 Hz
Proton: field from |J| alone = 6.26309 mT
Proton: leading crossing = 6.45881 mT
Proton: corrected crossing = 6.45270 mT
Proton: full-model optimum = 6.45424 mT
Proton: lifetime-averaged P = -0.21087
Proton: two-level peak P = -0.21281
Proton: time of greatest transfer = 0.7299 s
Proton: full-model P at that time = -0.99446
Proton: with J = 8.0 Hz, optimum P = 0.22621 at 6.06086 mT
Weak 15N: Ja = -1.0 Hz, Jb = 0.0 Hz
Weak 15N: frequency-difference slope = 46.89390 Hz/uT
Weak 15N: A = -7.74219 Hz; V = 0.36460 Hz
Weak 15N: field from |J| alone = 0.17060 uT
Weak 15N: leading crossing = 0.16527 uT
Weak 15N: corrected crossing = 0.16510 uT
Weak 15N: full-model optimum = 0.16509 uT
Weak 15N: lifetime-averaged P = 0.22621
Weak 15N: two-level peak P = 0.22821
Weak 15N: time of greatest transfer = 0.6857 s
Weak 15N: full-model P at that time = 0.99566
Weak 15N: with J = 8.0 Hz, optimum P = -0.21087 at 0.17580 uT
15N scans from 0 to 2 uT, J = -8 Hz and Jb = 0 Hz:
Ja=-1 Hz, tau=0.20 s: max P=0.2262 at 0.165 uT; min P=-0.0000 at 0.000 uT
  weak-coupling value of -A = 7.7422 Hz
Ja=-2 Hz, tau=0.20 s: max P=0.3813 at 0.159 uT; min P=-0.0000 at 0.000 uT
  weak-coupling value of -A = 7.4688 Hz
Ja=-5 Hz, tau=0.20 s: max P=0.4280 at 0.142 uT; min P=-0.0000 at 0.000 uT
  weak-coupling value of -A = 6.5547 Hz
Ja=-10 Hz, tau=0.20 s: max P=0.3223 at 0.140 uT; min P=0.0000 at 0.000 uT
  weak-coupling value of -A = 4.7188 Hz
Ja=-20 Hz, tau=0.20 s: max P=0.2026 at 0.189 uT; min P=-0.0000 at 0.000 uT
  weak-coupling value of -A = -0.1250 Hz
Ja=-20 Hz, tau=0.02 s: max P=0.1277 at 0.246 uT; min P=0.0000 at 0.000 uT
  weak-coupling value of -A = -0.1250 Hz
```
